# Chiral mass shift and the theta = pi transition in the lattice Schwinger model: a program that tests the result

```python
"""Staggered Schwinger model on a ring, Gauss's law eliminated.

Results under test:
 (1) with lattice mass = m - e^2 a/8, a one-site translation maps
     (m, theta) to (-m, theta + pi), so their spectra coincide;
 (2) at theta = pi an Ising transition occurs near m/e = 0.33.
Symbols: a spacing; L_n integer field on the link after site n;
Q_n = L_n - L_(n-1) site charge, 0 or 1 on even and -1 or 0 on odd sites;
m rest energy; e^2 energy per length; coupling energy = sqrt(hbar c e^2).
Energies are in eV, lengths in angstrom.
"""
from functools import reduce
import numpy as np
from scipy import constants as const, sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh

HBARC = const.hbar * const.c / const.e * 1e10
COUPLING = 1.0
LENGTH = HBARC / COUPLING
TENSION = COUPLING**2 / HBARC


def field_basis(sites, low, high):
    """All closed field configurations obeying Gauss's law, and hopping."""
    fields = np.arange(low, high + 1, dtype=np.int8)[:, None]
    for n in range(1, sites):
        steps = (0, 1) if n % 2 == 0 else (-1, 0)
        fields = np.vstack([np.column_stack([fields, fields[:, -1] + s])
                            for s in steps])
        last = fields[:, -1]
        fields = fields[(last >= low) & (last <= high)]
    closing = fields[:, 0] - fields[:, -1]
    fields = fields[(closing == 0) | (closing == 1)]
    powers = (high - low + 1) ** np.arange(sites, dtype=np.int64)
    codes = (fields.astype(np.int64) - low) @ powers
    order = np.argsort(codes)
    fields, codes = fields[order], codes[order]
    rows, cols = [], []
    for n in range(sites):
        source = np.flatnonzero(fields[:, n] < high)
        target_code = codes[source] + powers[n]
        target = np.searchsorted(codes, target_code)
        target = np.minimum(target, len(codes) - 1)
        valid = codes[target] == target_code
        rows.append(target[valid])
        cols.append(source[valid])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    raising = sparse.csr_matrix((np.ones(len(rows)), (rows, cols)),
                                shape=(len(codes), len(codes)))
    charges = np.abs(fields - np.roll(fields, 1, axis=1)).sum(axis=1)
    return fields, codes, powers, charges.astype(float), raising + raising.T


def dense_hamiltonian(basis, spacing, lattice_mass, theta):
    fields, _, _, charges, hopping = basis
    sites = fields.shape[1]
    electric = ((fields + theta / (2 * np.pi)) ** 2).sum(axis=1)
    diagonal = (TENSION * spacing / 2 * electric
                + lattice_mass * (charges - sites / 2))
    return np.diag(diagonal) - HBARC / (2 * spacing) * hopping.toarray()


def full_gauge_spectrum(sites, low, high, spacing, lattice_mass, theta):
    """Fermions times links, then restriction to the Gauss-law states."""
    levels = high - low + 1
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    annihilate = [reduce(np.kron, [parity] * n + [lower]
                         + [np.eye(2)] * (sites - n - 1))
                  for n in range(sites)]

    def on_link(operator, n):
        factors = [sparse.identity(levels)] * sites
        factors[n] = sparse.csr_matrix(operator)
        return reduce(sparse.kron, factors)

    link_dim, fermi_dim = levels**sites, 2**sites
    field = [np.kron(np.ones(fermi_dim), on_link(
        np.diag(np.arange(low, high + 1.0)), n).diagonal())
        for n in range(sites)]
    number = [np.kron(np.diag(c.T @ c), np.ones(link_dim))
              for c in annihilate]
    diagonal = np.zeros(fermi_dim * link_dim)
    physical = np.ones(fermi_dim * link_dim, dtype=bool)
    hop = sparse.csr_matrix((fermi_dim * link_dim,) * 2, dtype=complex)
    for n in range(sites):
        sign = (-1) ** n
        diagonal += (TENSION * spacing / 2
                     * (field[n] + theta / (2 * np.pi)) ** 2
                     + lattice_mass * sign * number[n])
        charge = number[n] - 0.5 + sign / 2
        physical &= np.abs(field[n] - field[n - 1] - charge) < 1e-9
        bilinear = annihilate[n].T @ annihilate[(n + 1) % sites]
        hop = hop + sparse.kron(sparse.csr_matrix(bilinear),
                                on_link(np.eye(levels, k=-1), n))
    hop = -1j * HBARC / (2 * spacing) * hop
    total = (sparse.diags(diagonal) + hop + hop.conj().T).tocsr()
    inside, outside = np.flatnonzero(physical), np.flatnonzero(~physical)
    leakage = abs(total[inside][:, outside]).sum()
    return np.linalg.eigvalsh(total[inside][:, inside].toarray()), leakage


class SymmetricRing:
    """theta = pi ring split by conjugation C: L_n -> -1 - L_(n+1)."""

    def __init__(self, sites, low=-3, high=2):
        self.sites = sites
        self.basis = field_basis(sites, low, high)
        fields, codes, powers, charges, hopping = self.basis
        images, moved = np.empty((sites, len(codes)), dtype=np.int64), fields
        for j in range(sites):
            images[j] = (moved.astype(np.int64) - low) @ powers
            moved = np.roll(-1 - moved, -1, axis=1)
        smallest = images.min(axis=0)
        hits = images == smallest
        _, orbit = np.unique(smallest, return_inverse=True)
        electric = ((fields + 0.5) ** 2).sum(axis=1)
        self.mean_field = (fields + 0.5).mean(axis=1)
        self.sector = {}
        for sign in (1, -1):
            even_hits, odd_hits = hits[::2].sum(axis=0), hits[1::2].sum(axis=0)
            weight = np.sign(even_hits + sign * odd_hits).astype(float)
            norm = np.bincount(orbit, weights=weight**2)
            scale = 1 / np.sqrt(np.maximum(norm, 1.0))
            project = sparse.csr_matrix(
                (weight * scale[orbit], (np.arange(len(codes)), orbit)))
            project = project[:, np.flatnonzero(norm > 0)].tocsr()
            squares = project.power(2).T
            self.sector[sign] = (project, squares @ electric,
                                 squares @ charges,
                                 (project.T @ hopping @ project).tocsr())

    def solve(self, sign, spacing, mass, count=1):
        _, electric, charges, hopping = self.sector[sign]
        lattice_mass = mass - TENSION * spacing / 8
        matrix = (sparse.diags(TENSION * spacing / 2 * electric
                               + lattice_mass * charges)
                  - HBARC / (2 * spacing) * hopping).tocsr()
        start = np.random.default_rng(1).random(matrix.shape[0]) + 0.1
        values, vectors = eigsh(matrix, k=count, which="SA", v0=start,
                                tol=1e-9)
        order = np.argsort(values)
        return values[order], vectors[:, order]

    def gap(self, spacing, mass):
        return (self.solve(-1, spacing, mass)[0][0]
                - self.solve(1, spacing, mass)[0][0])

    def field_element(self, spacing, mass):
        even = self.sector[1][0] @ self.solve(1, spacing, mass)[1][:, 0]
        odd = self.sector[-1][0] @ self.solve(-1, spacing, mass)[1][:, 0]
        return abs(odd @ (self.mean_field * even))


def crossing(small, large, spacing):
    """Mass at which sites * gap agrees for two ring sizes."""
    return brentq(lambda mass: large.sites * large.gap(spacing, mass)
                  - small.sites * small.gap(spacing, mass),
                  0.2 * COUPLING, 0.55 * COUPLING, xtol=1e-5)


def remove_drift(first, n_first, second, n_second):
    """Infinite-size value if the deviation falls as sites**-3."""
    return ((n_second**3 * second - n_first**3 * first)
            / (n_second**3 - n_first**3))


print(f"coupling energy = {COUPLING:.3f} eV")
print(f"unit length hbar c/coupling = {LENGTH:.3f} angstrom")
print(f"e^2 = {TENSION:.6e} eV/angstrom")

# Elimination of Gauss's law against the full fermion-link Hamiltonian
a_test = 0.8 * LENGTH
full, leakage = full_gauge_spectrum(4, -2, 1, a_test, 0.17, 1.1)
reduced = np.linalg.eigvalsh(
    dense_hamiltonian(field_basis(4, -2, 1), a_test, 0.17, 1.1))
assert leakage < 1e-10 and len(full) == len(reduced)
elimination_error = np.max(np.abs(full - reduced))
assert elimination_error < 1e-10
print(f"4-site physical states = {len(full)}")
print(f"elimination: max level difference = {elimination_error:.1e} eV")

# Chiral equivalence, with a field range wide enough for low levels
wide = field_basis(6, -6, 5)
shift = TENSION * a_test / 8
m_test, theta_test = 0.23, 0.7


def low_levels(lattice_mass, theta):
    return np.linalg.eigvalsh(
        dense_hamiltonian(wide, a_test, lattice_mass, theta))[:8]


with_shift = np.max(np.abs(low_levels(m_test - shift, theta_test)
                           - low_levels(-m_test - shift, theta_test + np.pi)))
no_shift = np.max(np.abs(low_levels(m_test, theta_test)
                         - low_levels(-m_test, theta_test + np.pi)))
assert with_shift < 1e-8 and no_shift > 1e-2
found_shift = brentq(lambda mass: low_levels(mass, 0.0)[0]
                     - low_levels(mass, np.pi)[0], -0.5, 0.2, xtol=1e-12)
assert abs(found_shift + shift) < 1e-7
print(f"chiral test: a = {a_test:.2f} angstrom, m = {m_test} eV, "
      f"theta = {theta_test} rad")
print(f"8-level mismatch with shift = {with_shift:.1e} eV")
print(f"8-level mismatch without shift = {no_shift:.4f} eV")
print(f"lattice mass found by root search = {found_shift:.8f} eV")
print(f"-e^2 a/8 = {-shift:.8f} eV")

# Symmetry sectors and field cutoff
small_ring = SymmetricRing(8)
direct = np.linalg.eigvalsh(dense_hamiltonian(
    small_ring.basis, a_test, 0.33 - shift, np.pi))
assert abs(direct[1] - direct[0] - small_ring.gap(a_test, 0.33)) < 1e-7
rings = {n: SymmetricRing(n) for n in (12, 14, 16, 18)}
a_fine = 0.5 * LENGTH
cutoff_error = abs(SymmetricRing(12, -4, 3).gap(a_fine, 0.33)
                   - rings[12].gap(a_fine, 0.33))
assert cutoff_error < 1e-4
print(f"gap change on widening field range = {cutoff_error:.1e} eV")
print(f"18-site states = {len(rings[18].basis[1])}, "
      f"even sector = {rings[18].sector[1][3].shape[0]}, "
      f"odd sector = {rings[18].sector[-1][3].shape[0]}")

# Massless theory: free boson on a ring of fixed physical length
ring_length = 9 * LENGTH
boson_spacing = np.array([ring_length / n for n in rings])
boson_gap = np.array([ring.gap(ring_length / n, 0.0)
                      for n, ring in rings.items()])
boson_limit = np.polyfit((boson_spacing / LENGTH) ** 2, boson_gap, 2)[-1]
boson_exact = COUPLING / np.sqrt(np.pi)
unshifted_gap = rings[18].gap(a_fine, TENSION * a_fine / 8)
print(f"massless ring length = {ring_length:.1f} angstrom")
for n, value in zip(rings, boson_gap):
    print(f"massless gap, {n} sites = {value:.5f} eV")
print(f"massless gap, a to 0 = {boson_limit:.5f} eV")
print(f"coupling/sqrt(pi) = {boson_exact:.5f} eV")
print(f"18-site gap at zero lattice mass = {unshifted_gap:.5f} eV")
assert abs(boson_limit - boson_exact) < 0.01

# Electric field order on the two sides of the transition
order = {(n, mass): rings[n].field_element(a_test, mass)
         for n in (12, 18) for mass in (0.0, 0.8)}
for mass in (0.0, 0.8):
    print(f"field element at m = {mass} eV: 12 sites "
          f"{order[12, mass]:.4f}, 18 sites {order[18, mass]:.4f}")
assert abs(order[18, 0.0] / order[12, 0.0] - np.sqrt(12 / 18)) < 0.02
assert order[18, 0.8] / order[12, 0.8] > 0.98

# Critical mass at each spacing
scaled_spacings = np.array([0.5, 0.6, 0.7, 0.8, 0.9])
critical, ratios = [], []
for scaled in scaled_spacings:
    a = scaled * LENGTH
    first = crossing(rings[12], rings[14], a)
    second = crossing(rings[16], rings[18], a)
    limit = remove_drift(first, 13, second, 17)
    even_levels = rings[18].solve(1, a, limit, 2)[0]
    odd_gap = rings[18].solve(-1, a, limit)[0][0] - even_levels[0]
    even_gap = even_levels[1] - even_levels[0]
    critical.append(limit)
    ratios.append(even_gap / odd_gap)
    print(f"a = {a:.2f} angstrom: crossings 12/14 {first:.5f}, "
          f"16/18 {second:.5f} eV")
    print(f"  infinite ring {limit:.5f} eV, "
          f"lattice mass {limit - TENSION * a / 8:.5f} eV")
    print(f"  odd gap {odd_gap:.5f}, even gap {even_gap:.5f} eV, "
          f"ratio {ratios[-1]:.3f}")
    if scaled == 0.8:
        middle = crossing(rings[14], rings[16], a)
        predicted = (remove_drift(first, 13, middle, 15)
                     + (first - remove_drift(first, 13, middle, 15))
                     * (13 / 17) ** 3)
        drift_data = (middle, predicted, second)
critical = np.array(critical)
print(f"drift test: 14/16 crossing {drift_data[0]:.5f} eV")
print(f"  16/18 predicted {drift_data[1]:.5f}, "
      f"computed {drift_data[2]:.5f} eV")
assert abs(drift_data[1] - drift_data[2]) < 1e-3
assert abs(ratios[-1] - 8) < 1.5

# Continuum limit
squares = scaled_spacings**2
linear_limit = np.polyfit(squares, critical, 1)[-1]
quadratic_limit = np.polyfit(squares, critical, 2)[-1]
unshifted_limit = np.polyfit(
    squares, critical - TENSION * scaled_spacings * LENGTH / 8, 2)[-1]
print(f"critical m, fit to a^2 = {linear_limit:.4f} eV")
print(f"critical m, fit to a^4 = {quadratic_limit:.4f} eV")
print(f"same a^4 fit without mass shift = {unshifted_limit:.4f} eV")
print(f"critical m/e (a^4 fit) = {quadratic_limit / COUPLING:.4f}")
print(f"critical m (a^4 fit) = "
      f"{quadratic_limit / const.value('Hartree energy in eV'):.6f} hartree")
assert abs(quadratic_limit / COUPLING - 0.33) < 0.02
assert abs(unshifted_limit - quadratic_limit) > 0.01
print("tests ok")
```

Output:

```
coupling energy = 1.000 eV
unit length hbar c/coupling = 1973.270 angstrom
e^2 = 5.067731e-04 eV/angstrom
4-site physical states = 19
elimination: max level difference = 7.1e-15 eV
chiral test: a = 1578.62 angstrom, m = 0.23 eV, theta = 0.7 rad
8-level mismatch with shift = 2.0e-14 eV
8-level mismatch without shift = 0.2683 eV
lattice mass found by root search = -0.10000000 eV
-e^2 a/8 = -0.10000000 eV
gap change on widening field range = 5.3e-15 eV
18-site states = 184958, even sector = 10305, odd sector = 10275
massless ring length = 17759.4 angstrom
massless gap, 12 sites = 0.56158 eV
massless gap, 14 sites = 0.56152 eV
massless gap, 16 sites = 0.56178 eV
massless gap, 18 sites = 0.56209 eV
massless gap, a to 0 = 0.56424 eV
coupling/sqrt(pi) = 0.56419 eV
18-site gap at zero lattice mass = 0.45385 eV
field element at m = 0.0 eV: 12 sites 0.1696, 18 sites 0.1384
field element at m = 0.8 eV: 12 sites 0.4706, 18 sites 0.4706
a = 986.63 angstrom: crossings 12/14 0.33732, 16/18 0.33615 eV
  infinite ring 0.33520 eV, lattice mass 0.27270 eV
  odd gap 0.08600, even gap 0.60572 eV, ratio 7.043
a = 1183.96 angstrom: crossings 12/14 0.33686, 16/18 0.33632 eV
  infinite ring 0.33589 eV, lattice mass 0.26089 eV
  odd gap 0.07163, even gap 0.52036 eV, ratio 7.264
a = 1381.29 angstrom: crossings 12/14 0.33731, 16/18 0.33709 eV
  infinite ring 0.33691 eV, lattice mass 0.24941 eV
  odd gap 0.06128, even gap 0.45433 eV, ratio 7.413
a = 1578.62 angstrom: crossings 12/14 0.33840, 16/18 0.33835 eV
  infinite ring 0.33831 eV, lattice mass 0.23831 eV
  odd gap 0.05347, even gap 0.40201 eV, ratio 7.518
a = 1775.94 angstrom: crossings 12/14 0.34006, 16/18 0.34010 eV
  infinite ring 0.34013 eV, lattice mass 0.22763 eV
  odd gap 0.04738, even gap 0.35970 eV, ratio 7.592
drift test: 14/16 crossing 0.33838 eV
  16/18 predicted 0.33836, computed 0.33835 eV
critical m, fit to a^2 = 0.3328 eV
critical m, fit to a^4 = 0.3340 eV
same a^4 fit without mass shift = 0.3027 eV
critical m/e (a^4 fit) = 0.3340
critical m (a^4 fit) = 0.012275 hartree
tests ok
```
